# Percolation energy in a Gaussian potential for a critical fraction of 0.17

## Question

I am working on transport in disordered semiconductors and I am stuck on this exercise:

> An electron moves in a random potential whose values are Gaussian distributed. Regions accessible to it form a connected path through the sample once they fill a fraction 0.17 of the volume. Show that the percolation energy lies about 0.95 standard deviations below the mean potential.

I can see that I should integrate a Gaussian up to some energy. What bothers me is that percolation is about how regions are connected in space, while the Gaussian says only how often each value of the potential occurs. How can an integral over values know about connectedness? I would also like to get the number without a table of the error function, and to know how far to trust it. Is 0.17 valid for every Gaussian landscape, and does the result carry over to a thin film?

## Answer

The integral does not know about connectedness. All of that information is in the given number 0.17, and the Gaussian converts this volume fraction into an energy. It helps to keep the two parts separate.

### What is assumed

Let $V(\mathbf r)$ be a static potential energy in three dimensions, with mean $V_0$ and standard deviation $s$. Energies increase upward. I treat the electron classically: at total energy $E$ its kinetic energy $E-V(\mathbf r)$ cannot be negative, so it is confined to the allowed region

$$
A(E)=\{\mathbf r: V(\mathbf r)<E\}.
$$

Tunnelling between separate parts of $A(E)$ is neglected, and so is the kinetic energy that quantum confinement would cost in a narrow passage. The landscape is statistically homogeneous, and the sample is much larger than the distance over which $V$ is correlated. A volume average over the sample then equals an average over the probability distribution of $V$ at one point.

The percolation energy $E_p$ is the lowest energy at which $A(E)$ contains a connected path across a macroscopic sample. Below it, an electron is trapped in a finite pocket.

### Where connectedness enters

Imagine raising $E$ slowly, like the water level in a hilly country. If $E_1<E_2$, every point with $V<E_1$ also has $V<E_2$, so $A(E_1)$ lies inside $A(E_2)$. Raising the level can join lakes but cannot separate them. There is therefore one threshold, and we may label it either by its energy $E_p$ or by the filled fraction $p_c$ at that moment.

These labels carry different information. Replace $V$ by $g(V)$, where $g$ is any strictly increasing function. Since

$$
V(\mathbf r)<E \quad\Longleftrightarrow\quad g(V(\mathbf r))<g(E),
$$

the same regions fill in the same order and join at the same filled fraction. The threshold energy, however, changes from $E_p$ to $g(E_p)$. So $p_c$ describes the spatial arrangement of low and high places, whereas finding $E_p$ also requires the distribution of potential values. The exercise supplies both.

### From fraction to energy

The filled fraction is the probability that $V<E$ at a point:

$$
p(E)=\int_{-\infty}^{E}\frac{1}{s\sqrt{2\pi}}
\exp\!\left[-\frac{(V-V_0)^2}{2s^2}\right]dV .
$$

Substitute $t=(V-V_0)/s$. Then $dV=s\,dt$, which cancels the $s$ in the denominator, and the upper limit becomes $(E-V_0)/s$:

$$
p(E)=\Phi\!\left(\frac{E-V_0}{s}\right),\qquad
\Phi(x)=\int_{-\infty}^{x}\varphi(t)\,dt,\qquad
\varphi(t)=\frac{e^{-t^2/2}}{\sqrt{2\pi}} .
$$

The threshold condition is $p(E_p)=p_c$. Because $\Phi'=\varphi>0$, the function $\Phi$ increases strictly from 0 to 1, and the condition has exactly one solution:

$$
\boxed{E_p=V_0+s\,x_c,\qquad \Phi(x_c)=p_c=0.17 .}
$$

The sign can be read off at once. The Gaussian is symmetric, so $\Phi(0)=1/2$. Since $0.17<1/2$, we need $x_c<0$: the electron can cross the sample at an energy below the mean potential, because less than half of the volume has to be accessible.

### Getting the number by hand

Split the integral at zero, where $\Phi(0)=1/2$, and expand the exponential:

$$
\Phi(x)=\frac12+\frac{1}{\sqrt{2\pi}}\int_0^x
\sum_{n=0}^{\infty}\frac{(-1)^n t^{2n}}{2^n n!}\,dt
=\frac12+\frac{1}{\sqrt{2\pi}}\sum_{n=0}^{\infty}
\frac{(-1)^n x^{2n+1}}{2^n n!\,(2n+1)} .
$$

Integrating term by term is allowed because the exponential series converges uniformly on any finite interval.

A first estimate keeps only $n=0$, which gives $x\approx\sqrt{2\pi}\,(0.17-0.5)\approx-0.83$. This is the straight-line approximation near the mean, good when $p_c$ is close to $1/2$. The true root must lie lower. Indeed, from $\varphi'(x)=-x\varphi(x)$,

$$
\Phi''(x)=-x\,\varphi(x)>0\qquad\text{for }x<0,
$$

so $\Phi$ is convex on the negative axis and lies above its tangent at zero. At $-0.83$ the fraction is still larger than 0.17.

So try $x_0=-1$. The series terms are

$$
-1+0.166667-0.025000+0.002976-0.000289+0.000024=-0.855622 .
$$

The terms alternate and shrink, so the error of this sum is smaller than the next term, $1/(2^6\,6!\,13)\approx 2\times10^{-6}$. Dividing by $\sqrt{2\pi}\approx2.50663$ and adding $1/2$ gives $\Phi(-1)\approx0.15866$; with further terms it is $0.158655$. This is slightly below 0.17, so the root lies slightly above $-1$.

The slope there is $\varphi(-1)=0.241971$. Newton's method follows the tangent until it reaches 0.17:

$$
x_1=-1+\frac{0.17-0.158655}{0.241971}
=-1+0.0469=-0.9531 .
$$

This already gives the 0.95 of the exercise. Convexity shows on which side of $x_1$ the root lies. The curve lies above its tangent at $-1$, and the tangent equals 0.17 at $x_1$. Hence $\Phi(x_1)>0.17$, while $\Phi(-1)<0.17$, so

$$
-1<x_c<x_1 .
$$

This bracket alone does not show how close $x_1$ is to the root. To find out, take a second step using $\Phi(x_1)=0.170266$ and $\varphi(x_1)=0.253307$:

$$
x_2=x_1+\frac{0.17-0.170266}{0.253307}
\approx-0.9531-0.0011=-0.9542 .
$$

How good is this? Expand $\Phi(x_c)=0.17$ about $x_1$ with a remainder, where $\xi$ lies between $x_c$ and $x_1$:

$$
0.17=\Phi(x_1)+\varphi(x_1)(x_c-x_1)+\tfrac12\Phi''(\xi)(x_c-x_1)^2 .
$$

Divide by $\varphi(x_1)$ and use the definition of $x_2$:

$$
x_2-x_c=\frac{\Phi''(\xi)}{2\varphi(x_1)}\,(x_1-x_c)^2 .
$$

Here $\Phi''(\xi)=|\xi|\varphi(\xi)<\varphi(x_1)$, because $|\xi|<1$ and $\varphi$ increases on the negative axis. For the same reason the slope between $x_c$ and $x_1$ exceeds $\varphi(-1)$, so $x_1-x_c<0.000266/0.242\approx0.0011$. Together these give $0<x_2-x_c<10^{-6}$, apart from rounding in the inputs. Rounded to three and to two digits,

$$
x_c=-0.954,\qquad E_p\approx V_0-0.95\,s .
$$

### An example in meV

Take a local conduction-band edge with mean $V_0=100$ meV above a chosen zero and standard deviation $s=40$ meV. These are round model parameters, not data for a material. Then

$$
E_p=100\ \text{meV}+(-0.95417)(40\ \text{meV})=61.8\ \text{meV},
$$

which is 38.2 meV below the mean. Direct numerical integration of the Gaussian density up to the unrounded energy returns the fraction 0.170000.

This is an energy in a static landscape. Temperature has not entered, and neither has the Fermi level, so 38.2 meV is not an activation energy. To obtain a conductivity one would also need the occupation of the states and the mobility along the connected paths.

### How much does the fraction matter?

Differentiate $\Phi(x_c)=p_c$ with respect to $p_c$. The chain rule gives $\varphi(x_c)\,dx_c/dp_c=1$, and therefore

$$
\frac{dE_p}{dp_c}=\frac{s}{\varphi(x_c)}
=\frac{40\ \text{meV}}{0.25305}=158\ \text{meV per unit fraction}.
$$

A change of 0.01 in $p_c$ thus moves $E_p$ by about 1.6 meV, or 0.04 standard deviations. For larger changes it is safer to solve again:

| $p_c$ | $x_c$ | $E_p$ (meV) |
|---|---:|---:|
| 0.15 | −1.036 | 58.5 |
| 0.17 | −0.954 | 61.8 |
| 0.19 | −0.878 | 64.9 |

The downward shift is slightly larger than the upward one, because $\varphi$ is smaller further out in the tail and $1/\varphi$ is larger. If $p_c$ is known only to two digits, it may be off by 0.005, and $x_c$ by about 0.02. Then even the second digit of $x_c$ is uncertain, and the third has no physical meaning. As $p_c\to0$, $x_c\to-\infty$: a landscape that needed hardly any filled volume would conduct far down in the tail.

### Is 0.17 valid for every Gaussian landscape?

No. The argument with $g(V)$ shows that the threshold fraction is a matter of spatial arrangement, and two landscapes can have the same Gaussian distribution of values but different arrangements.

Simulation makes this concrete. Put Gaussian random numbers on a cubic lattice, smooth them with a Gaussian weight of chosen width, and rescale them to standard deviation $s$. Let the electron step between nearest-neighbour sites with $V<E$. In a periodic box, take the threshold as the level at which a connected cluster first winds around the box and meets its own periodic image. Three smoothing widths gave these averages:

| Width (lattice spacings) | Threshold fraction | $(E_p-V_0)/s$ |
|---|---:|---:|
| 0 | 0.312 | −0.490 |
| 0.703 | 0.169 | −0.959 |
| 2 | 0.113 | −1.217 |

The middle width was chosen, using other random landscapes, so that the threshold fraction would be close to 0.17. That choice used the fractions alone and not the energies. On fresh landscapes the level then follows almost automatically from the fraction: the values are Gaussian by construction, so any level $V_0+s\,x$, connected or not, has nearly the fraction $\Phi(x)$ below it. The comparison therefore checks only that a finite box represents the distribution well and that the calculation is consistent. The measured fraction, 0.1688, is 0.0012 below 0.17, so the sensitivity $dx_c/dp_c=3.952$ predicts

$$
x\approx-0.954-3.952\times0.0012\approx-0.959,
$$

as found. The other two rows also obey $E_p=V_0+s\,\Phi^{-1}(p_c)$ within the test tolerance of $0.05\,s$, each with its own $p_c$.

The trend across the rows needs care. In a continuum the width of a Gaussian weight only sets the unit of length and cannot change $p_c$. The rows differ because the lattice resolves the landscape more or less finely, and the fraction levels off once the width reaches about two spacings. Smooth landscapes can differ in $p_c$ only through the shape of their correlations, which this table does not vary. The last row is still a warning. For this well-resolved landscape, inserting 0.17 would put the percolation energy too high by about $0.2\,s$ to $0.26\,s$, or 8 to 10 meV in the example. The range reflects the criterion: requiring a cluster to join opposite faces of an open box gives a fraction near 0.12 instead of 0.113. The middle row, for its part, is a lattice model whose correlations extend over about one site spacing, not a smooth continuum. These are results for finite boxes, not extrapolated to infinite size, but the differences between the rows are far larger than the scatter between boxes, which is at most $0.037\,s$. The answer "0.95 standard deviations" belongs to landscapes whose critical fraction is 0.17, as the exercise stipulates.

### Holes

For a hole in a valence band whose local edge is $V(\mathbf r)$, the allowed region is $V>E$ on the same electron energy scale. Its fraction is

$$
1-\Phi(x)=\Phi(-x),\qquad x=\frac{E-V_0}{s},
$$

by the symmetry of the Gaussian. If the high regions also percolate at 0.17, then $-x=-0.954$, and the hole threshold lies 0.954 standard deviations above the mean valence-band edge. The high regions do share the critical fraction of the low ones when the whole random field, not merely its one-point distribution, is statistically unchanged by $V-V_0\to-(V-V_0)$.

This has a geometrical consequence. In such a three-dimensional landscape, at any level between $V_0-0.954\,s$ and $V_0+0.954\,s$, the low regions and the high regions both extend across the sample. They can interweave because one path can pass over another.

### Thin films

In a plane, paths cannot pass over one another, and the result changes. Suppose the film is so thin that $V$ hardly varies across its thickness. The electron must then find its way in two dimensions.

Consider a large square of a smooth landscape. Either a low region ($V<E$) connects the left side to the right, or a high region ($V>E$) connects top to bottom and blocks it. Apart from cases of zero probability, exactly one of these happens, so

$$
P_{\text{low}}(\text{left to right})+P_{\text{high}}(\text{top to bottom})=1 .
$$

Now set $E=V_0$. If the landscape is statistically unchanged by $V-V_0\to-(V-V_0)$ and by a quarter turn, the two probabilities are equal, and each is $1/2$ for a square of any size. For short-range correlations, the crossing probability of a growing square tends to 0 below the percolation threshold and to 1 above it. A value that stays at $1/2$ can therefore occur only at the threshold itself. Hence

$$
p_c^{\text{(2D)}}=\tfrac12,\qquad E_p^{\text{(2D)}}=V_0 .
$$

Simulated squares agree: the average crossing level was $0.020\,s$ above the mean, with a scatter of $0.094\,s$ between individual crossings, and the filled fraction was 0.508. Averaging 80 crossings, two from each of 40 landscapes, would reduce the statistical uncertainty to about $0.01\,s$ if they were independent. They are not quite: a landscape that happens to lie low is easier to cross in both directions. The true uncertainty is therefore somewhat larger, and the offset may be chance. The grid also favours a slightly higher level, because the low region may connect only through nearest neighbours and diagonal contacts do not help it across. At this smoothing width the effect is small, about $0.004\,s$.

With the parameters of the example, $E_p$ would be 100 meV in such a film instead of 61.8 meV in the bulk landscape with $p_c=0.17$. This leaves out confinement across the film. In a real film $V$ must be read as the local edge of the lowest subband, which for an effective mass of 0.2 and hard walls lies about 19 meV above the band edge at a thickness of 10 nm and about 75 meV above it at 5 nm. The two numbers rest on different inputs: the film value follows from the symmetry of a smooth landscape, while 0.17 is stipulated by the exercise. What allows a bulk threshold so far below the mean is the freedom to go around obstacles in the third dimension. The bulk value applies only to films much thicker than the correlation length. Between the two limits the threshold depends on the thickness, and the critical fraction has to be found for that geometry.

### When the classical picture fails

The formula requires the allowed region to be decided by $V<E$ alone. If the landscape varies over distances comparable to the electron's wavelength or shorter, this fails in two opposing ways: tunnelling can connect pockets that are classically separate, while confinement in narrow passages can close routes that are classically open. Which effect wins cannot be decided from $p_c$ and $s$. For a sense of scale, an electron with a kinetic energy of 40 meV and an effective mass of 0.2 free-electron masses has a wavelength of about 14 nm. At $E_p$ the mean kinetic energy over the allowed region is only about $0.53\,s$, or 21 meV (19 nm), and it vanishes at the passes that decide the connection. Disorder that varies over a few nanometres is then outside the classical picture. If the potential values are not Gaussian, the method survives but the number does not: replace $\Phi$ by the actual cumulative distribution, assumed continuous, and solve $p(E_p)=p_c$ again with the critical fraction of that landscape. This fraction is unchanged if the new potential is a strictly increasing function of the old one, but in general it has to be found anew.

The numerical output below gives the percolation results with more digits.

## Computed values

```
Given critical volume fraction: 0.17
Mean potential V0: 100.0 meV
Standard deviation s: 40.0 meV
Series term n=0 at x=-1: -1.000000
Series term n=1 at x=-1: 0.166667
Series term n=2 at x=-1: -0.025000
Series term n=3 at x=-1: 0.002976
Series term n=4 at x=-1: -0.000289
Series term n=5 at x=-1: 0.000024
Phi(-1): 0.158655
phi(-1): 0.241971
First Newton value x1: -0.95312
Phi(x1): 0.170266
phi(x1): 0.253307
Second Newton value x2: -0.95416
Converged x_c: -0.95417
phi(x_c): 0.25305
Percolation energy E_p: 61.83 meV
Depth below mean V0-E_p: 38.17 meV
Fraction below E_p by quadrature: 0.170000
Sensitivity dx_c/dp_c: 3.952
Sensitivity dE_p/dp_c: 158.1 meV per unit fraction
Shift of E_p for +0.01 in p_c (linear): 1.58 meV
p_c=0.15: x=-1.0364, E_p=58.54 meV
p_c=0.19: x=-0.8779, E_p=64.88 meV
3D tuning boxes: 5, 64 points per side
3D tuned: smoothing width 0.703 lattice spacings
3D tuned: 4 boxes and inverses, 96 points per side
3D tuned: mean threshold fraction 0.1688
3D tuned: mean threshold level -0.959 s
3D tuned: scatter of level 0.020 s
3D uncorrelated: smoothing width 0.000 lattice spacings
3D uncorrelated: 4 boxes and inverses, 64 points per side
3D uncorrelated: mean threshold fraction 0.3117
3D uncorrelated: mean threshold level -0.490 s
3D uncorrelated: scatter of level 0.007 s
3D smooth: smoothing width 2.000 lattice spacings
3D smooth: 4 boxes and inverses, 128 points per side
3D smooth: mean threshold fraction 0.1126
3D smooth: mean threshold level -1.217 s
3D smooth: scatter of level 0.037 s
2D open square: 300 points per side
2D smoothing width: 3.0 grid spacings
2D landscapes: 40
2D mean spanning level: 0.020 s
2D scatter of spanning level: 0.094 s
2D mean filled fraction at spanning: 0.508
```
